# Frumkin pseudocapacitance: peak width and the first-order coverage step

**Question**

I am working on an exercise about hydrogen adsorbing on a metal electrode,

$$\mathrm{H^+}+e^-+{*}\;\rightleftharpoons\;\mathrm{H^*},\qquad \frac{\theta}{1-\theta}\,e^{g\theta}=e^{-e(E-E^\circ)/kT}.$$

I have to derive the capacitance peak, show that its full width at half maximum is $3.53\,kT/e$ (90.6 mV) for a Langmuir layer, and show that attraction beyond $g=-4$ gives a first-order step.

I can differentiate the isotherm, but I get lost in the width when $g\neq0$. For $g<-4$ my capacitance turns negative over part of the curve. Why does that mean a step, and at which potential? Would a real surface with $g=-5$ show one?

**Answer**

The negative capacitance appears because the isotherm lists every stationary point of the free energy, including maxima. So start from the free energy.

**Where the isotherm comes from**

Take $N$ equivalent sites, $n=N\theta$ of them occupied, one electron per adsorbed atom, and equilibrium at fixed proton activity. In the mean-field model each site feels only the average coverage, so the interaction energy per site is $gkT\theta^2/2$, with $g>0$ for repulsion. Stirling's formula applied to $N!/[n!(N-n)!]$ gives the entropy. Raising $E$ lowers the energy of electrons in the metal, so an adsorption that consumes one costs an extra $eE$. The grand potential per site, over $kT$, is therefore

$$\omega=\theta\ln\theta+(1-\theta)\ln(1-\theta)+\frac{g\theta^2}{2}+\theta\,\frac{e(E-E^\circ)}{kT},$$

where $E^\circ$ absorbs the proton activity and the adsorption energy at zero coverage. Setting $\partial\omega/\partial\theta=0$ gives

$$\ln\frac{\theta}{1-\theta}+g\theta+\frac{e(E-E^\circ)}{kT}=0,$$

which is your isotherm. At $\theta=1/2$ the logarithm vanishes, so

$$E_{1/2}=E^\circ-\frac{gkT}{2e}.$$

Repulsion moves half coverage to lower potential. Now measure potential from there and coverage from one half:

$$x=-\frac{e(E-E_{1/2})}{kT},\qquad m=2\theta-1.$$

Since $e(E-E^\circ)/kT=-x-g/2$, the isotherm becomes

$$x=\ln\frac{\theta}{1-\theta}+g\left(\theta-\tfrac12\right)=2\,\mathrm{artanh}\,m+\frac{gm}{2}.$$

The last form uses $\theta/(1-\theta)=(1+m)/(1-m)$. Changing the sign of $m$ changes the sign of $x$.

**Peak height**

Let $q$ be the charge per area of a full layer. Adsorption draws electrons into the electrode, so the charge supplied is $-q\theta$ and $C=-q\,d\theta/dE$. With $u=\theta(1-\theta)$,

$$\frac{dx}{d\theta}=\frac1\theta+\frac1{1-\theta}+g=\frac{1+gu}{u},\qquad \frac{dx}{dE}=-\frac{e}{kT},$$

and hence

$$C=-q\,\frac{d\theta}{dx}\frac{dx}{dE}=\frac{qe}{kT}\,\frac{u}{1+gu}.$$

Here $u$ runs between 0 and $1/4$, so $1+gu$ stays positive if $g>-4$. The derivative of $u/(1+gu)$ with respect to $u$ is $1/(1+gu)^2>0$, so $C$ is largest where $u$ is largest, at $\theta=1/2$:

$$C_{\rm peak}=\frac{qe}{kT}\,\frac{1}{4+g}.$$

**Width for any $g>-4$**

Half the peak height requires

$$\frac{u}{1+gu}=\frac{1}{2(4+g)}\;\Rightarrow\;(8+2g)u=1+gu\;\Rightarrow\;u=\frac1{8+g}.$$

Because $m^2=1-4u$, the two half-height points are $m=\pm m_h$ with

$$m_h=\sqrt{\frac{4+g}{8+g}}.$$

They lie at opposite values of $x$, so the width is twice the positive one:

$$\mathrm{FWHM}=\frac{kT}{e}\left(4\,\mathrm{artanh}\,m_h+g\,m_h\right).$$

The coverage changes by $m_h$ between these points, so $m_h$ is also the fraction of the layer's charge inside the FWHM.

For $g=0$, $m_h=1/\sqrt2$ and

$$4\,\mathrm{artanh}\frac1{\sqrt2}=2\ln\frac{\sqrt2+1}{\sqrt2-1}=2\ln(\sqrt2+1)^2=2\ln(3+2\sqrt2)=3.5255.$$

At 298.15 K, $kT/e=25.693$ mV, and the width is 90.58 mV. At 333.15 K it is 101.2 mV. The 90.6 mV figure thus belongs to one electron per site, no interaction and room temperature.

**Approaching $g=-4$**

Put $g=-4+\varepsilon$ with small $\varepsilon>0$. Then $m_h\simeq\sqrt\varepsilon/2$, and $\mathrm{artanh}\,m\simeq m+m^3/3$ gives

$$4m_h+\tfrac43m_h^3-(4-\varepsilon)m_h=\varepsilon m_h+\tfrac43m_h^3=\left(\tfrac12+\tfrac16\right)\varepsilon^{3/2}=\tfrac23\varepsilon^{3/2}.$$

The height grows as $1/\varepsilon$ while the width shrinks faster, so the charge inside the FWHM tends to zero and the rest sits in the tails. At $g=-4$ itself the linear terms cancel and, near the centre, $x\simeq2m^3/3$. Thus $m\simeq(3x/2)^{1/3}$: the slope is infinite at $x=0$, but the coverage is still continuous.

**Why there is a step below $-4$**

In terms of $m$, and up to a constant independent of $m$,

$$\omega=\omega_0(m)-\frac{xm}{2},\qquad \frac{d\omega_0}{dm}=\mathrm{artanh}\,m+\frac{gm}{4}.$$

The function $\omega_0$ is even. Its curvature is

$$\omega_0''=\frac1{1-m^2}+\frac g4\;\ge\;\frac{4+g}{4}.$$

For $g>-4$ this is positive everywhere, so there is one minimum, which moves continuously with potential.

For $g<-4$ the point $m=0$ is a maximum of $\omega_0$. The minima satisfy

$$m_0=\tanh\left(-\frac{g\,m_0}{4}\right).$$

The right side starts with slope $-g/4>1$ and is concave for $m_0>0$, so there is one positive root. By evenness, $-m_0$ is an equally deep minimum.

The term $-xm/2$ decides between them. For $x>0$, any positive $m$ has lower $\omega$ than its mirror image $-m$, so the global minimum lies at positive $m$. For $x<0$ it lies at negative $m$. As $x$ passes through zero, the equilibrium state jumps from $-m_0$ to $+m_0$, and the coverage jumps by

$$\Delta\theta=m_0\quad\text{at}\quad E=E_{1/2}.$$

The minimum value of $\omega$ is continuous, but its derivative with respect to $x$, which is $-\theta$ for the full grand potential, jumps. That makes the transition first order. Your negative-capacitance branch is the region with $\omega_0''<0$, where a uniform layer is unstable.

For $g=-6$, $m_0=0.859$: the coverage jumps from 0.071 to 0.929. A direct search for the global minimum of $\omega$ gives the same jump. Close to threshold the step is smaller, 0.268 at $g=-4.1$.

**Hysteresis and finite size**

A layer can remain in the wrong minimum until that minimum disappears, at $\omega_0''=0$, or $m_s=\sqrt{1+4/g}$. Inserting $m=\mp m_s$ into $x(m)$ gives the two limits, whose separation is

$$\Delta E_{\max}=\frac{kT}{e}\left(|g|m_s-4\,\mathrm{artanh}\,m_s\right).$$

For $g=-6$ this is $0.830\,kT/e=21.3$ mV. It is the upper limit for quasi-static hysteresis in this model; nucleation can end the metastable state sooner.

A strict discontinuity also needs $N\to\infty$. For finite $N$, well below threshold, keep just the two states $n=N(1\pm m_0)/2$. Their statistical weights are proportional to $e^{\pm Nm_0x/2}$, so

$$\langle m\rangle=m_0\tanh\frac{Nm_0x}{2}.$$

The slope is proportional to $\mathrm{sech}^2(Nm_0x/2)$, which halves when $Nm_0|x|/2=\ln(1+\sqrt2)$. The full width in $x$ is $4\ln(1+\sqrt2)/(Nm_0)=3.53/(Nm_0)$. This is the Langmuir width with the single electron replaced by $Nm_0$ electrons moving together. For $N=400$ and $g=-6$ it gives $90.58/(400\times0.8586)=0.264$ mV; the exact sum over all $n$ for equally coupled sites gives 0.265 mV. Both are equilibrium widths. At $x=0$ the barrier between the two states, $N[\omega_0(0)-\omega_0(m_0)]$ in units of $kT$, is about 46, so a sweep of such a layer would normally show hysteresis instead of this width.

**Would a real surface with $g=-5$ show a step?**

That depends on the range of the attraction. The threshold $-4$ is a mean-field result, appropriate when each site interacts weakly with very many others. Suppose instead that only nearest neighbours attract, on a triangular lattice with pair energy $w$ and six neighbours, so that $g=6w/kT$. The known exact solution of that lattice model, which I quote rather than derive, puts the threshold at $g=-6\ln3=-6.59$. A numerical estimate from transfer matrices on strips 6 and 8 sites wide also gives $-6.59$. With such short-range attraction, neither $g=-5$ nor $g=-6$ produces a step.

Temperature matters too. At fixed interaction energy $g\propto1/T$, so a mean-field layer with $g=-6$ at 298 K loses its step above $298.15\times6/4=447$ K.

**Numbers for a Pt(111)-like electrode**

Give the model electrode a lattice constant of 0.392 nm, a chosen input close to that of platinum. The area per site is $\sqrt3a^2/4=0.0665$ nm², so $q=241$ μC/cm² and $qe/kT=9372$ μF/cm². Holding $q$ and $T$ fixed:

| $g$ | Peak (μF/cm²) | FWHM (mV) | Charge inside FWHM |
|---:|---:|---:|---:|
| 11 | 625 | 397 | 89% |
| 0 | 2343 | 90.6 | 71% |
| −3 | 9372 | 15.0 | 45% |
| −3.9 | 93,700 | 0.53 | 16% |

The value $g=11$ is a rough figure for hydrogen on Pt(111) in acid, where adsorbed hydrogen repels. The attractive values are model parameters and do not describe hydrogen on this surface.

For the repulsive case, assume for illustration that half coverage lies at 0.06 V against the reversible hydrogen electrode. The model then reaches a coverage of only 0.65 at 0 V. This number is sensitive to the assumed potential: half coverage at 0.11 V would give about 0.78. The second choice is closer to real Pt(111), where the coverage is about 2/3 near 0.05 V; with $g=11$ that corresponds to half coverage near 0.12 V. In both cases the lower half-height point, 198 mV below half coverage, lies below 0 V (at −0.14 and −0.09 V), inside the range of hydrogen evolution, so the full 397 mV width cannot be read from a voltammogram of adsorption alone. A double-layer capacitance of about 20 μF/cm² adds 3% of the peak height.

Correlations between neighbours are a larger correction. Replacing the mean field by nearest-neighbour repulsion of the same total strength, $w=1.83\,kT$, lowers the capacitance at half coverage from 625 to 543 μF/cm², or 13%, on a strip 6 sites wide. The highest value there is 551 μF/cm², at coverage 0.17. Widening the strip to 9, 10 or 12 sites shifts these values by at most 1 μF/cm² (to 542 and 551), so the highest point does move away from half coverage. Between the two, near coverage 1/3, where this repulsion favours a locally ordered arrangement, the capacitance dips to about 512 μF/cm², against 605 in mean field. The curve is symmetric about half coverage, so the single rounded peak becomes a nearly flat plateau, about 440 mV wide at half height instead of 397 mV.

For strong attraction, ohmic drop is one practical obstacle. At 50 mV/s with a solution resistance of 10 Ω cm², the equilibrium peak current for $g=-3$ would cause a drop of $9372\times0.05\times10$ μV $=4.7$ mV, about a third of the FWHM. For $g=-3.9$ the same estimate gives 47 mV against a width of 0.53 mV. The electrode could not follow the equilibrium curve at that sweep rate, so the measured width would reflect the circuit. Nor does a narrow peak by itself establish a first-order step: in the table, $g=-3$ gives a 15 mV peak with no step. Slowing the sweep reduces the ohmic part of the separation between the two sweep directions. Hysteresis that remains is consistent with a first-order step, though other slow processes can also cause it. Its absence does not rule a step out, because nucleation can let the layer switch close to $E_{1/2}$.

The remaining figures are in the numerical output below.

## Numbers as computed

```
Temperature: 298.15 K; kT/e = 25.693 mV
Langmuir FWHM: 3.5255 kT/e = 90.58 mV
Input lattice constant (rough): 0.392 nm
Area per site: 0.06654 nm2
Site density: 1.503e+15 cm^-2
Full-layer charge q: 240.8 uC/cm2
q e/kT: 9372 uF/cm2
g =  11.0: peak 625 uF/cm2, FWHM 396.52 mV, charge fraction inside FWHM 0.8885
   peak shift -g kT/2e: -141.3 mV; ohmic drop at peak 0.31 mV
g =   0.0: peak 2343 uF/cm2, FWHM 90.58 mV, charge fraction inside FWHM 0.7071
   peak shift -g kT/2e: -0.0 mV; ohmic drop at peak 1.17 mV
g =  -3.0: peak 9372 uF/cm2, FWHM 14.98 mV, charge fraction inside FWHM 0.4472
   peak shift -g kT/2e: 38.5 mV; ohmic drop at peak 4.69 mV
g =  -3.9: peak 93719 uF/cm2, FWHM 0.53 mV, charge fraction inside FWHM 0.1562
   peak shift -g kT/2e: 50.1 mV; ohmic drop at peak 46.86 mV
Interaction energy g kT for g = 11: 283 meV
Step at g = -6: coverage jump 0.8586, from 0.0707 to 0.9293
Charge in the step: 206.7 uC/cm2
Coverage jump at g = -4.1: 0.2679
Jump found by minimization at g = -6: 0.8586
Metastability limits at g = -6: coverage 0.2113 and 0.7887
Largest hysteresis at g = -6: 0.8302 kT/e = 21.3 mV
Step FWHM for N = 400 coupled sites: exact sum 0.2648 mV, formula 0.2638 mV
Critical temperature for g = -6 at 298.15 K: 447 K
Triangular-lattice threshold -6 ln 3: g = -6.592
Same threshold from strips of 6 and 8 sites: g = -6.591
Input double-layer capacitance (rough): 20 uF/cm2
  as share of the g = 11 peak: 3.2 %
Inputs sweep rate 50 mV/s, solution resistance 10 ohm cm2 (rough)
Input half-coverage potential (rough): 0.06 V vs RHE
Coverage reached at 0 V vs RHE, g = 11: 0.654
Langmuir FWHM at 333.15 K: 101.2 mV
Nearest-neighbour repulsion w for g = 11: 1.833 kT
  capacitance at half coverage with correlations: 543 uF/cm2
  highest capacitance with correlations: 551 uF/cm2 at coverage 0.167
```
